# Slowing of a Fisher-KPP front by a growth cutoff: verification in Python

```python
"""Slowing of a Fisher-KPP front by a growth cutoff.
Result under test: (v0 - v)/v0 ~ pi^2/(2 ln(eps)^2) as eps -> 0, for
    u_t = D u_xx + r u(1-u) step(u-eps),   v0 = 2 sqrt(r D).
Scaled units: length sqrt(D/r), time 1/r, so v0 = 2.
U(z): wave profile; w = -U'/U; s = ln U; k = sqrt(1-v^2/4).
The refined estimate replaces |ln eps| by |ln eps| + c, where c = 1 + ln(a)
and the uncut minimal front has the tail a z exp(-z).
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def integrate_wave(speed, event):
    """Leave U=1 along its unstable direction and stop at the event."""
    delta = 1e-6
    growth = (-speed + np.sqrt(speed**2 + 4)) / 2
    start = [np.log1p(-delta), growth * delta / (1 - delta)]

    def slope(z, y):
        s, w = y
        return [-w, w*w - speed*w - np.expm1(s)]

    event.terminal = True
    sol = solve_ivp(slope, (0, 3000), start, method="DOP853",
                    rtol=1e-11, atol=1e-14, events=event)
    assert sol.status == 1, "wave integration did not reach its event"
    return sol.y_events[0][0]


def log_cutoff(k):
    """ln(eps) of the nonlinear wave with speed 2 sqrt(1-k^2)."""
    speed = 2 * np.sqrt(1 - k*k)

    def reaches_cutoff(z, y):
        return y[1] - speed

    return integrate_wave(speed, reaches_cutoff)[0]


def wave_k(eps):
    size = -np.log(eps)
    return brentq(lambda k: log_cutoff(k) + size,
                  np.pi / (size + 12), 0.9, xtol=1e-13)


def tail_constant(log_u):
    """ln(a), read from the uncut minimal front at U = exp(log_u)."""
    def reaches_depth(z, y):
        return y[0] - log_u

    s, w = integrate_wave(2.0, reaches_depth)
    distance = 1 / (1 - w)
    return s + distance - np.log(distance)


def simulated_speed(eps, h=0.1, dt=0.004):
    """Speed from the time-dependent equation, by growth of total mass."""
    x = np.arange(0, 220, h)
    u = np.where(x < 10, 1.0, 0.0)

    def rate(q):
        flux = np.diff(q) / h
        out = q * (1 - q) * (q > eps)
        out[:-1] += flux / h
        out[1:] -= flux / h
        return out

    half = 10000
    masses = []
    for step in range(1, 2*half + 1):
        first = rate(u)
        second = rate(u + dt*first)
        u = u + dt*(first + second)/2
        if step % half == 0:
            masses.append(h * u.sum())
    return (masses[1] - masses[0]) / (half * dt)


# Coefficient from the dispersion relation in dimensional form
D_s, r_s, lam = sp.symbols("D r lambda", positive=True)
v_lam = D_s*lam + r_s/lam
lam0 = sp.solve(sp.diff(v_lam, lam), lam)[0]
v_min = v_lam.subs(lam, lam0)
curvature = sp.diff(v_lam, lam, 2).subs(lam, lam0)
coefficient = sp.simplify(sp.pi**2 * lam0**2 * curvature / (2*v_min))
assert sp.simplify(coefficient - sp.pi**2/2) == 0

# Constant of the uncut front, read at two depths
ln_a_shallow = tail_constant(-25.0)
ln_a = tail_constant(-35.0)
assert abs(ln_a - ln_a_shallow) < 1e-4
c = 1 + ln_a

# Asymptotic estimates against the nonlinear wave
cutoffs = [1e-8, 1e-16, 1e-32, 1e-64, 1e-128]
rows = []
for eps in cutoffs:
    size = -np.log(eps)
    k = wave_k(eps)
    full = 1 - np.sqrt(1 - k*k)
    leading = np.pi**2 / (2*size**2)
    refined = np.pi**2 / (2*(size + c)**2)
    rows.append((eps, full, leading, refined, np.pi/k - size, k))
leading_errors = [abs(row[2]/row[1] - 1) for row in rows]
offset_errors = [abs(row[4] - c) for row in rows]
assert all(np.diff(leading_errors) < 0)
assert leading_errors[-1] < 0.02
assert all(np.diff(offset_errors) < 0)
assert offset_errors[-1] < 0.03
eps, full, leading, refined, offset, k = rows[1]
assert abs(refined/full - 1) < 0.02
assert abs(refined - full) < abs(leading - full)

# Selection of this wave by the time-dependent equation
eps_sim = 1e-4
k_sim = wave_k(eps_sim)
v_wave = 2*np.sqrt(1 - k_sim**2)
v_sim = simulated_speed(eps_sim)
# The grid and the moving step in growth leave errors of order h^2.
assert abs(v_sim - v_wave) < 0.05*(2 - v_wave)


# Speed-up caused by a spatial grid, from its own dispersion relation
def grid_speedup(h):
    def speed(q):
        return (2*(np.cosh(q*h) - 1)/h**2 + 1)/q
    best = minimize_scalar(speed, bounds=(0.3, 2), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun - 2


h_equal = brentq(lambda h: grid_speedup(h) - 2*leading, 0.05, 1.0)
h_estimate = np.sqrt(12*2*leading)
assert abs(h_estimate/h_equal - 1) < 0.02

# Dimensional example with round model parameters
D = 1000.0
r = 0.1
v0 = 2*np.sqrt(r*D)
length = np.sqrt(D/r)
hour = 3600.0
wrong = np.pi**2 / (2*np.log10(eps)**2)

print(f"cutoff eps = {eps:.0e} (dimensionless)")
print(f"ln(eps) = {np.log(eps):.4f} (dimensionless)")
print(f"ln(eps)^2 = {np.log(eps)**2:.2f} (dimensionless)")
print(f"pi^2/2 = {float(coefficient):.5f} (dimensionless)")
print(f"leading fractional slowing = {leading:.6f} (dimensionless)")
print(f"leading fractional slowing = {100*leading:.4f} percent")
print(f"slowing if log10 is wrongly used = {100*wrong:.3f} percent")
print(f"tail constant ln(a) = {ln_a:.4f}, a = {np.exp(ln_a):.4f} (scaled)")
print(f"shift of ln(a) between depths = {abs(ln_a-ln_a_shallow):.1e}")
print(f"offset c = {c:.4f} (dimensionless)")
print(f"refined slowing = {100*refined:.4f} percent")
print(f"nonlinear-wave slowing = {100*full:.4f} percent")
print(f"k of nonlinear wave = {k:.6f} (scaled)")
print(f"leading / nonlinear - 1 = {100*(leading/full-1):.2f} percent")
print(f"refined / nonlinear - 1 = {100*(refined/full-1):.2f} percent")
print("eps; slowing wave, leading, refined (percent); pi/k-|ln eps|")
for e, f, a, b, o, kk in rows:
    print(f"{e:.0e}; {100*f:.5f}, {100*a:.5f}, {100*b:.5f}; {o:.4f}")
print(f"simulation test cutoff = {eps_sim:.0e} (dimensionless)")
print(f"simulated speed = {v_sim:.4f} (units sqrt(rD))")
print(f"travelling-wave speed = {v_wave:.4f} (units sqrt(rD))")
print(f"D = {D:.0f} um^2/s")
print(f"r = {r:.1f} 1/s")
print(f"length sqrt(D/r) = {length:.1f} um")
print(f"uncut speed v0 = {v0:.4f} um/s")
print(f"speed loss, leading = {v0*leading:.5f} um/s")
print(f"speed with cutoff, leading = {v0*(1-leading):.4f} um/s")
print(f"speed loss, nonlinear wave = {v0*full:.5f} um/s")
print(f"speed with cutoff, nonlinear wave = {v0*(1-full):.4f} um/s")
print(f"uncut travel in one hour = {v0*hour:.0f} um")
print(f"lag in one hour, leading = {v0*leading*hour:.1f} um")
print(f"lag in one hour, nonlinear wave = {v0*full*hour:.1f} um")
print(f"grid spacing of equal speed-up = {h_equal:.4f} (scaled)")
print(f"same spacing from h^2/12 = {h_estimate:.4f} (scaled)")
print(f"grid spacing of equal speed-up = {h_equal*length:.1f} um")
print("done: every assertion held")
```

Running it gives:

```
cutoff eps = 1e-16 (dimensionless)
ln(eps) = -36.8414 (dimensionless)
ln(eps)^2 = 1357.29 (dimensionless)
pi^2/2 = 4.93480 (dimensionless)
leading fractional slowing = 0.003636 (dimensionless)
leading fractional slowing = 0.3636 percent
slowing if log10 is wrongly used = 1.928 percent
tail constant ln(a) = -1.9524, a = 0.1419 (scaled)
shift of ln(a) between depths = 8.9e-09
offset c = -0.9524 (dimensionless)
refined slowing = 0.3831 percent
nonlinear-wave slowing = 0.3800 percent
k of nonlinear wave = 0.087094 (scaled)
leading / nonlinear - 1 = -4.32 percent
refined / nonlinear - 1 = 0.83 percent
eps; slowing wave, leading, refined (percent); pi/k-|ln eps|
1e-08; 1.54977, 1.45431, 1.61723; -0.5068
1e-16; 0.37999, 0.36358, 0.38313; -0.7701
1e-32; 0.09313, 0.09089, 0.09329; -0.8732
1e-64; 0.02301, 0.02272, 0.02302; -0.9159
1e-128; 0.00572, 0.00568, 0.00572; -0.9349
simulation test cutoff = 1e-04 (dimensionless)
simulated speed = 1.8827 (units sqrt(rD))
travelling-wave speed = 1.8822 (units sqrt(rD))
D = 1000 um^2/s
r = 0.1 1/s
length sqrt(D/r) = 100.0 um
uncut speed v0 = 20.0000 um/s
speed loss, leading = 0.07272 um/s
speed with cutoff, leading = 19.9273 um/s
speed loss, nonlinear wave = 0.07600 um/s
speed with cutoff, nonlinear wave = 19.9240 um/s
uncut travel in one hour = 72000 um
lag in one hour, leading = 261.8 um
lag in one hour, nonlinear wave = 273.6 um
grid spacing of equal speed-up = 0.2974 (scaled)
same spacing from h^2/12 = 0.2954 (scaled)
grid spacing of equal speed-up = 29.7 um
done: every assertion held
```
